**Particle-hole symmetry of the bipartite Hubbard model, tested by exact diagonalization**

For real hopping $t_{ij}$ between two sublattices, on-site interaction $U$ and chemical potential $\mu=U/2$, each site and spin has mean occupation 1/2 at every temperature $T>0$, and the local Matsubara function $G_{ii}(i\omega_n)$ is purely imaginary. The program builds the staggered particle-hole unitary as a matrix and asserts its action on every annihilation operator and on a Hamiltonian with random bipartite hopping. It computes $G$ from the imaginary-time definition by matrix exponentials and quadrature, and asserts agreement with the sum over eigenstates. For a four-site chain with $t=1$ and $U=4$ it asserts half filling, the imaginary local $G$, the real $G$ between sublattices and the real part $U/2$ of the local self-energy at three temperatures. The output shows $\langle N\rangle=4$ at each of them, while the double occupancy of an end site rises from 0.063 to 0.190. At $\mu=3$ the particle number varies with temperature and the local $G$ acquires a real part. Further assertions cover a hopping that closes a triangle, a staggered spin field, a staggered potential and degenerate ground states with different particle numbers.

## Verification by program

```python
"""
Result under test: for the Hubbard model with real hopping only between
sublattices A and B, the grand canonical state at mu = U/2 has <n_i,s> = 1/2
at every T > 0, and G_ii(i omega_n) is purely imaginary.

K = -sum t_ij c+_is c_js + U sum n_i,up n_i,down - mu N  (+ optional fields)
sign[i] = +1 on A, -1 on B; mode number = 2*site + spin; k_B = hbar = 1.
G_ij(tau) = -<T c_i(tau) c+_j(0)>; omega_n = (2n+1) pi T.
Energies are in units of the hopping t, Green's functions in 1/t.
"""
import numpy as np
from scipy.linalg import expm


def annihilators(sites):
    """Jordan-Wigner matrices of all annihilation operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    string = np.diag([1.0, -1.0])
    result = []
    for mode in range(2 * sites):
        matrix = np.eye(1)
        for k in range(2 * sites):
            factor = string if k < mode else lower if k == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def grand_hamiltonian(c, hop, U, mu, field=None):
    sites = len(hop)
    K = np.zeros_like(c[0])
    for i in range(sites):
        n_up = c[2 * i].T @ c[2 * i]
        n_down = c[2 * i + 1].T @ c[2 * i + 1]
        K += U * n_up @ n_down - mu * (n_up + n_down)
        if field is not None:
            K += field[i, 0] * n_up + field[i, 1] * n_down
        for j in range(sites):
            if hop[i, j] != 0:
                for s in range(2):
                    K -= hop[i, j] * c[2 * i + s].T @ c[2 * j + s]
    return K


def thermal_state(K, T):
    E, V = np.linalg.eigh(K)
    weight = np.exp(-(E - E[0]) / T)
    return E, V, weight / weight.sum()


def average(operator, state):
    E, V, weight = state
    return float(np.sum(V * (operator @ V) * weight))


def green(ci, cj, state, omega):
    """Matsubara function from the exact eigenstates."""
    E, V, weight = state
    a, b = V.T @ ci @ V, V.T @ cj @ V
    top = (weight[:, None] + weight[None, :]) * a * b
    return np.sum(top / (1j * omega + E[:, None] - E[None, :]))


L, U = 4, 4.0
c = annihilators(L)
number = [a.T @ a for a in c]
N = sum(number)
identity = np.eye(len(N))
sign = np.array([1, -1, 1, -1])
chain = np.diag(np.ones(L - 1), 1) + np.diag(np.ones(L - 1), -1)

# The explicit unitary and its action on operators and on K
W = identity.copy()
for a in c:
    W = W @ (a + a.T)
parity_A = identity.copy()
for i in range(L):
    if sign[i] == 1:
        for s in range(2):
            parity_A = parity_A @ (identity - 2 * number[2 * i + s])
P = parity_A @ W
assert np.allclose(P @ P.T, identity, atol=1e-12)
for mode, a in enumerate(c):
    assert np.allclose(W @ a @ W.T, -a.T, atol=1e-12)
    assert np.allclose(P @ a @ P.T, sign[mode // 2] * a.T, atol=1e-12)

rng = np.random.default_rng(7)
random_hop = np.zeros((L, L))
for i in range(L):
    for j in range(i):
        if sign[i] != sign[j]:
            random_hop[i, j] = random_hop[j, i] = rng.uniform(0.5, 1.5)
K_random = grand_hamiltonian(c, random_hop, U, U / 2)
assert np.allclose(P @ K_random @ P.T, K_random, atol=1e-11)
mu_test = 2.7
K_left = P @ grand_hamiltonian(c, random_hop, U, mu_test) @ P.T
K_right = grand_hamiltonian(c, random_hop, U, U - mu_test)
assert np.allclose(K_left, K_right - (2 * mu_test - U) * L * identity,
                   atol=1e-11)

# Imaginary-time definition by matrix exponentials and quadrature, T = 1
beta = 1.0
x, gauss = np.polynomial.legendre.leggauss(24)
tau, gauss = beta * (x + 1) / 2, beta * gauss / 2
decay = [expm(-u * K_random) for u in tau]
rest = [expm(-(beta - u) * K_random) for u in tau]
Z = np.trace(expm(-beta * K_random))


def green_tau(i, j):
    return np.array([-np.sum((r @ c[2 * i] @ d) * c[2 * j]) / Z
                     for r, d in zip(rest, decay)])


state_random = thermal_state(K_random, 1 / beta)
for i, j in [(0, 0), (1, 1), (0, 1), (0, 2)]:
    g_ij, g_ji = green_tau(i, j), green_tau(j, i)
    # Gauss nodes are symmetric, so reversal evaluates at beta - tau
    assert np.allclose(g_ij, sign[i] * sign[j] * g_ji[::-1], atol=1e-10)
    for n in range(2):
        omega = (2 * n + 1) * np.pi / beta
        integral = np.sum(gauss * np.exp(1j * omega * tau) * g_ij)
        exact = green(c[2 * i], c[2 * j], state_random, omega)
        assert abs(integral - exact) < 1e-9
        forbidden = integral.real if sign[i] == sign[j] else integral.imag
        assert abs(forbidden) < 1e-9

# Isolated atoms
atom = thermal_state(grand_hamiltonian(c, np.zeros((L, L)), U, U / 2), 1.0)
G_atom = green(c[0], c[0], atom, np.pi)
assert abs(G_atom + 1j * np.pi / (np.pi**2 + U**2 / 4)) < 1e-11

print("Open chain: sites =", L, ", t = 1, U =", U, "t, mu = U/2 =", U / 2, "t")
print("Fock-space dimension =", len(N))
print("G in 1/t; energies and T in t; omega_0 = pi T")
K_half = grand_hamiltonian(c, chain, U, U / 2)
mu_off = 3.0
K_off = grand_hamiltonian(c, chain, U, mu_off)
for T in (0.25, 1.0, 4.0):
    state, omega = thermal_state(K_half, T), np.pi * T
    filling = np.array([average(n, state) for n in number])
    assert np.allclose(filling, 0.5, atol=1e-11)
    G = np.array([[green(c[2 * i], c[2 * j], state, omega)
                   for j in range(L)] for i in range(L)])
    same = np.equal.outer(sign, sign)
    assert np.max(np.abs(G.real[same])) < 1e-11
    assert np.max(np.abs(G.imag[~same])) < 1e-11
    assert np.all(np.diag(G).imag < 0)
    sigma = (1j * omega + U / 2) * np.eye(L) + chain - np.linalg.inv(G)
    assert np.allclose(np.diag(sigma).real, U / 2, atol=1e-9)
    double = [average(number[2 * i] @ number[2 * i + 1], state)
              for i in (0, 1)]
    off = thermal_state(K_off, T)
    G_off = green(c[0], c[0], off, omega)
    print(f"T = {T:.2f} t: omega_0 = {omega:.4f} t, <N> = {filling.sum():.6f}")
    print(f"  largest |<n_is> - 1/2| = {np.max(abs(filling - 0.5)):.1e}")
    print(f"  double occupancy: end {double[0]:.5f}, inner {double[1]:.5f}")
    print(f"  Im G(i omega_0): end {G[0, 0].imag:.5f},"
          f" inner {G[1, 1].imag:.5f}")
    print(f"  largest |Re G_ii| = {np.max(abs(np.diag(G).real)):.1e}")
    print(f"  end-to-neighbour Re G_01 = {G[0, 1].real:.5f},"
          f" |Im G_01| = {abs(G[0, 1].imag):.1e}")
    print(f"  end self-energy: Re {sigma[0, 0].real:.5f} t,"
          f" Im {sigma[0, 0].imag:.5f} t")
    print(f"  at mu = {mu_off} t: <N> = {average(N, off):.5f},"
          f" end G = {G_off.real:.5f} {G_off.imag:+.5f} i")

# Monotonic particle number: slope against number fluctuations at T = 1
T, step = 1.0, 1e-3
state = thermal_state(K_half, T)
variance = average(N @ N, state) - average(N, state)**2
N_plus = average(N, thermal_state(K_half - step * N, T))
N_minus = average(N, thermal_state(K_half + step * N, T))
slope = (N_plus - N_minus) / (2 * step)
assert abs(slope - variance / T) < 1e-5 and variance > 0
print(f"T = 1 t: d<N>/dmu = {slope:.5f} 1/t, Var(N)/T = {variance / T:.5f} 1/t")

# Cases in which an assumption is removed, all at T = 1 and mu = U/2
omega = np.pi * T
frustrated = chain.copy()
frustrated[0, 2] = frustrated[2, 0] = 0.5
state = thermal_state(grand_hamiltonian(c, frustrated, U, U / 2), T)
site_n = [average(number[2 * i] + number[2 * i + 1], state) for i in range(L)]
G_end = green(c[0], c[0], state, omega)
assert max(abs(np.array(site_n) - 1)) > 1e-4 and abs(G_end.real) > 1e-5
print("Triangle closed by hopping 0.5 t between sites 1 and 3, T = 1 t:")
print("  site fillings =", " ".join(f"{v:.5f}" for v in site_n),
      f", <N> = {sum(site_n):.5f}")
print(f"  end G = {G_end.real:.6f} {G_end.imag:+.6f} i")

strength = 0.3
spin_field = -strength * np.outer(sign, [1, -1])
state = thermal_state(grand_hamiltonian(c, chain, U, U / 2, spin_field), T)
n_spin = np.array([average(n, state) for n in number]).reshape(L, 2)
G_up, G_down = (green(c[s], c[s], state, omega) for s in range(2))
assert np.allclose(n_spin.sum(axis=1), 1, atol=1e-11)
assert abs(n_spin[0, 0] - 0.5) > 1e-2 and abs(G_up.real) > 1e-3
assert abs((G_up + G_down).real) < 1e-11
print(f"Staggered spin field {strength} t, T = 1 t, end site:")
print(f"  n_up = {n_spin[0, 0]:.5f}, n_down = {n_spin[0, 1]:.5f},"
      f" sum = {n_spin[0].sum():.5f}")
print(f"  Re G_up = {G_up.real:.5f}, Re G_down = {G_down.real:.5f}")

potential = strength * np.outer(sign, [1, 1])
state = thermal_state(grand_hamiltonian(c, chain, U, U / 2, potential), T)
n_end = average(number[0] + number[1], state)
assert abs(n_end - 1) > 1e-3
print(f"Staggered potential {strength} t, T = 1 t: end filling = {n_end:.5f}")

# Degenerate ground states with different particle numbers
c3 = annihilators(3)
N3 = sum(a.T @ a for a in c3)
E3, V3 = np.linalg.eigh(grand_hamiltonian(c3, chain[:3, :3], 0.0, 0.0))
ground = V3[:, E3 - E3[0] < 1e-9]
N_ground = np.linalg.eigvalsh(ground.T @ N3 @ ground)
assert N_ground[-1] - N_ground[0] > 1.5
assert abs(N_ground.mean() - 3) < 1e-10
print("Three-site chain, U = 0, mu = 0: ground-state particle numbers =",
      " ".join(f"{v:.0f}" for v in N_ground), f", mean = {N_ground.mean():.3f}")

print("checks complete")
```

Output:

```
Open chain: sites = 4 , t = 1, U = 4.0 t, mu = U/2 = 2.0 t
Fock-space dimension = 256
G in 1/t; energies and T in t; omega_0 = pi T
T = 0.25 t: omega_0 = 0.7854 t, <N> = 4.000000
  largest |<n_is> - 1/2| = 1.4e-15
  double occupancy: end 0.06290, inner 0.09477
  Im G(i omega_0): end -0.22696, inner -0.21140
  largest |Re G_ii| = 1.5e-15
  end-to-neighbour Re G_01 = 0.25788, |Im G_01| = 2.7e-16
  end self-energy: Re 2.00000 t, Im -1.11147 t
  at mu = 3.0 t: <N> = 4.30851, end G = -0.06948 -0.40618 i
T = 1.00 t: omega_0 = 3.1416 t, <N> = 4.000000
  largest |<n_is> - 1/2| = 2.2e-16
  double occupancy: end 0.08754, inner 0.11025
  Im G(i omega_0): end -0.22578, inner -0.22210
  largest |Re G_ii| = 3.3e-17
  end-to-neighbour Re G_01 = 0.05589, |Im G_01| = 5.2e-18
  end self-energy: Re 2.00000 t, Im -1.02781 t
  at mu = 3.0 t: <N> = 4.56101, end G = 0.01945 -0.23178 i
T = 4.00 t: omega_0 = 12.5664 t, <N> = 4.000000
  largest |<n_is> - 1/2| = 2.2e-16
  double occupancy: end 0.18995, inner 0.19111
  Im G(i omega_0): end -0.07718, inner -0.07676
  largest |Re G_ii| = 1.7e-18
  end-to-neighbour Re G_01 = 0.00596, |Im G_01| = 0.0e+00
  end self-energy: Re 2.00000 t, Im -0.31252 t
  at mu = 3.0 t: <N> = 4.37114, end G = 0.00463 -0.07694 i
T = 1 t: d<N>/dmu = 0.52925 1/t, Var(N)/T = 0.52925 1/t
Triangle closed by hopping 0.5 t between sites 1 and 3, T = 1 t:
  site fillings = 0.99430 0.99327 0.99384 1.00021 , <N> = 3.98162
  end G = -0.001547 -0.225564 i
Staggered spin field 0.3 t, T = 1 t, end site:
  n_up = 0.62641, n_down = 0.37359, sum = 1.00000
  Re G_up = 0.04511, Re G_down = -0.04511
Staggered potential 0.3 t, T = 1 t: end filling = 0.95890
Three-site chain, U = 0, mu = 0: ground-state particle numbers = 2 3 3 4 , mean = 3.000
checks complete
```
